# Convergence of the Mills iteration and Newton's method for the KKR-CPA, part 1

(Sections cited here and not found follow in the second part.)

## A scalar alloy by hand

Take one orbital per site, a semi-elliptic band of half-width 1 Ry, and two species with levels $\varepsilon_\pm=\mp\delta$ at concentration $\tfrac12$ each. The energy is $z=E+i\eta$ with $\eta>0$. The medium is one complex number $m=z-\Sigma$, a real atom has $m_\pm=z-\varepsilon_\pm$, and the site Green function of the medium is

$$\tau(m)=\int_{-1}^{1}\frac{2}{\pi}\frac{\sqrt{1-\epsilon^2}}{m-\epsilon}\,d\epsilon .$$

Put $\epsilon=\cos\theta$ and $m=(w+1/w)/2$ with $|w|<1$. Then $1/(m-\cos\theta)=\frac{2w}{1-w^2}\sum_n w^{|n|}e^{in\theta}$, and $\sin^2\theta=\tfrac12-\tfrac14(e^{2i\theta}+e^{-2i\theta})$ selects $n=0,\pm2$:

$$\tau=\frac1\pi\,\frac{2w}{1-w^2}\,\pi(1-w^2)=2w,\qquad m=\frac{\tau}{4}+\frac1\tau,\qquad |\tau|<2 .$$

Since $\mathrm{Im}\,m=\tfrac12\,\mathrm{Im}\,w\,(1-|w|^{-2})$, a medium with $\mathrm{Im}\,m>0$ has $\mathrm{Im}\,\tau<0$ and a positive density of states. Differentiating $m(\tau)$ gives $\tau'=d\tau/dm=-\tau^2/(1-\tau^2/4)$.

Replacing the medium on one site by species $\alpha$ changes $1/\tau$ to $1/\tau-\Delta_\alpha$ with $\Delta_\alpha=m-m_\alpha$, so $\tau_\alpha=\tau+\tau X_\alpha\tau$ with $X_\alpha=\Delta_\alpha/(1-\Delta_\alpha\tau)$. The coherent potential approximation (CPA) demands $X_c=\sum_\alpha c_\alpha X_\alpha=0$.

Start from the virtual crystal $m_0=z$, where $\Delta_\pm=\mp\delta$:

$$X_c=\frac12\Big[\frac{\delta}{1-\delta\tau}-\frac{\delta}{1+\delta\tau}\Big]=\frac{\delta^2\tau}{1-\delta^2\tau^2}.$$

The Mills step asks which single scatterer $\Delta'$ would produce this $X_c$ and makes it the new medium. Solving $X_c=\Delta'/(1-\Delta'\tau)$ gives $\Delta'=X_c/(1+X_c\tau)=\delta^2\tau$, so $m_1=z-\delta^2\tau(z)$. Its imaginary part is $\eta+\delta^2|\mathrm{Im}\,\tau|>0$ for every $E$ and $\delta$.

The Newton step divides $X_c$ by its derivative. From $X_\alpha=(1/\Delta_\alpha-\tau)^{-1}$, $dX_\alpha/dm=X_\alpha^2(\Delta_\alpha^{-2}+\tau')=(1+\Delta_\alpha^2\tau')/(1-\Delta_\alpha\tau)^2$. The average of $(1\mp\delta\tau)^{-2}$ is $(1+\delta^2\tau^2)/(1-\delta^2\tau^2)^2$, hence

$$m_1^{\rm N}=z-\frac{\delta^2\tau\,(1-\delta^2\tau^2)}{(1+\delta^2\tau^2)(1+\delta^2\tau')} .$$

At the band centre, $z\to i0$, one has $w=-i$, $\tau=-2i$, $\tau^2=-4$, $\tau'=2$ (in Ry units):

$$m_1=2i\delta^2,\qquad m_1^{\rm N}=\frac{2i\delta^2(1+4\delta^2)}{(1-4\delta^2)(1+2\delta^2)} .$$

For small $\delta$ the two agree to order $\delta^2$. For $\delta>\tfrac12$ Ry the Newton step has the wrong sign. With $\delta=0.75$ Ry, $2\delta^2=1.125$ and $1.125\times3.25/[(-1.25)(2.125)]=-1.3765$; the program finds $\mathrm{Im}\,m_1=1.1250$ Ry and $\mathrm{Im}\,m_1^{\rm N}=-1.3765$ Ry at $z=10^{-6}i$ Ry, the latter with a finite-difference derivative. The lower half-plane holds solutions of $X_c=0$ with a negative density of states, and some of them attract Mills if it starts there: at $E=0.90$ Ry, $\eta=10^{-3}$ Ry the physical root is $0.30993+0.27177i$ Ry, and Mills started from its conjugate settles at $0.30928-0.26932i$ Ry.

## The matrix update

Rydberg units are used. A site $i$ has the on-shell matrix $t_i$ in $n$ channels and $m_i=t_i^{-1}$. The scattering-path operator obeys $\tau^{ij}=t_i\delta_{ij}+t_i\sum_{l}G^{il}\tau^{lj}$; multiplying by $m_i$ gives $\tau=(m-G)^{-1}$ in site and channel space. With the same $m$ on all sites the lattice Fourier transform gives

$$\tau_k=(m-G_k)^{-1},\qquad \tau=\langle\tau_k\rangle,\qquad \Omega=m-\tau^{-1},$$

where $\langle\cdot\rangle$ is the Brillouin-zone average or any $k$-mesh with positive weights summing to one. The scalar model is the case $G_k=\epsilon_k$, $\Omega=\tau/4$.

Putting species $\alpha$ on site 0 subtracts $\Delta_\alpha=m-m_\alpha$ from the 00 block of $m-G$. The identity $(Y-\Delta)^{-1}=Y^{-1}+Y^{-1}\Delta(Y-\Delta)^{-1}$ closes on that block, $\tau_\alpha=\tau+\tau\Delta_\alpha\tau_\alpha$, so

$$\tau_\alpha=(\tau^{-1}-\Delta_\alpha)^{-1}=(m_\alpha-\Omega)^{-1}=\tau(1-\Delta_\alpha\tau)^{-1}.$$

Subtracting $\tau$ and using $(1-Y)^{-1}-1=(1-Y)^{-1}Y$ gives $\tau_\alpha=\tau+\tau X_\alpha\tau$ with $X_\alpha=(1-\Delta_\alpha\tau)^{-1}\Delta_\alpha$. With $\bar\tau=\sum_\alpha c_\alpha\tau_\alpha=\tau+\tau X_c\tau$, the CPA condition $\bar\tau=\tau$ is $X_c=0$.

The Mills step defines $\Delta'=m-M(m)$ by $X_c=(1-\Delta'\tau)^{-1}\Delta'$. Multiplying out, $X_c=\Delta'(1+\tau X_c)$. Because $(1+X_c\tau)X_c=X_c(1+\tau X_c)$, the factor may stand on either side, and because the scatterer $\Delta'$ reproduces $\bar\tau$, also $\bar\tau=(M(m)-\Omega)^{-1}$:

$$M(m)=m-(1+X_c\tau)^{-1}X_c=m-X_c(1+\tau X_c)^{-1}=\Omega+\bar\tau^{-1}.$$

The last form shows the content: freeze the cavity $\Omega$, average the impurity operators, and read off the medium. With $\Omega=0$ it gives $(\sum_\alpha c_\alpha t_\alpha)^{-1}$, the average t-matrix approximation (ATA).

## What Mills drops from Newton

Vary $m\to m+\delta$. From $X_\alpha=(\Delta_\alpha^{-1}-\tau)^{-1}$, $dX_\alpha=X_\alpha[\Delta_\alpha^{-1}\delta\Delta_\alpha^{-1}+d\tau]X_\alpha$, with $d\tau=-\langle\tau_k\delta\tau_k\rangle$. Here $X_\alpha\Delta_\alpha^{-1}=(1-\Delta_\alpha\tau)^{-1}=1+X_\alpha\tau$ and likewise $\Delta_\alpha^{-1}X_\alpha=1+\tau X_\alpha$; the result is free of $\Delta_\alpha^{-1}$ and holds by continuity for singular $\Delta_\alpha$. Expanding the product and averaging,

$$\mathcal J[\delta]=\delta+X_c\tau\delta+\delta\tau X_c-w\chi[\delta],$$
$$\chi[\delta]=\langle\tau_k\delta\tau_k\rangle-\tau\delta\tau,\qquad w[Y]=\sum_\alpha c_\alpha X_\alpha YX_\alpha .$$

Newton–Raphson solves $\mathcal J[\delta]=-X_c$. Mills solves $\delta+X_c\tau\delta=-X_c$, and the right-handed form solves $\delta+\delta\tau X_c=-X_c$: both are Newton steps with a truncated Jacobian. The dropped term linear in $X_c$ changes $\delta$ only at second order in $X_c$, but $w\chi$ survives at the solution $m_*$. For $m=m_*+\delta$, $X_c=(1-w\chi)\delta+O(\delta^2)$, so

$$M(m)-m_*=L[\delta]+O(\delta^2),\qquad L=w\chi,\qquad \mathcal J=1-L\ \text{ at } m_* .$$

Mills converges linearly with asymptotic rate $\rho(L)$, the spectral radius. Newton converges quadratically near $m_*$ if $1-L$ is invertible, at the price of accumulating the $n^2\times n^2$ matrix $\langle\tau_k\otimes\tau_k\rangle$, about $n^4$ operations per $k$-point against $n^3$, and of a dense solve with $n^2$ unknowns, about $n^6$ operations per step.

## The representation in which signs are definite

For a matrix, $\mathrm{Im}\,Y=(Y-Y^\dagger)/2i$, and $\|\cdot\|$ is the spectral norm. The proofs below need

**Assumption H:** $\eta_\alpha=\mathrm{Im}\,m_\alpha\ge\eta_{\min}>0$ and $\gamma_k=-\mathrm{Im}\,G_k\ge0$.

The scalar model satisfies it with $\eta_{\min}=\eta$, $\gamma_k=0$. Inverse t-matrices and free structure constants need not, but a change of variables repairs this.

Consider a chain of period $a$ with muffin-tin segments $[-s,s]$, $2s<a$, and $\kappa=\sqrt z$, $\mathrm{Im}\,\kappa>0$. The free Green function is $e^{i\kappa|x-x'|}/2i\kappa$. For $|x|>|x'|$ it equals $\sum_L h_L(x)j_L(x')/2i\kappa$ with $j_0=\cos\kappa x$, $j_1=\sin\kappa x$, $h_0=e^{i\kappa|x|}$, $h_1=-i\,\mathrm{sgn}(x)e^{i\kappa|x|}$. Between sites a distance $R$ apart, with $\sigma=\mathrm{sgn}R$, the factor $e^{i\kappa\sigma(x-x')}$ splits into $(j_0+i\sigma j_1)(j_0-i\sigma j_1)$, so $G(R)=\frac{e^{i\kappa|R|}}{2i\kappa}\begin{pmatrix}1&-i\sigma\\ i\sigma&1\end{pmatrix}$ and $G_k=\sum_{R\ne0}e^{-ikR}G(R)$ is a pair of geometric series.

Near a sphere the free wave is $\sum_L(j_L\alpha_L+h_L\beta_L/2i\kappa)$. Its values at $(+s,-s)$ are $f=J\alpha+H\beta$ and its outward derivatives $f'=J'\alpha+H'\beta$, with $C=\cos\kappa s$, $S_0=\sin\kappa s$,

$$J=\begin{pmatrix}C&S_0\\C&-S_0\end{pmatrix},\quad J'=\kappa\begin{pmatrix}-S_0&C\\-S_0&-C\end{pmatrix},\quad H=\frac{e^{i\kappa s}}{2i\kappa}\begin{pmatrix}1&-i\\1&i\end{pmatrix},$$

and $H'=i\kappa H$. If $\alpha=y\beta$, then $f'=-\varphi(y)f$ with $\varphi(y)=-(J'y+H')(Jy+H)^{-1}$. Two cases matter. Matching to the interior solution has $\beta=t_\alpha\alpha$, so $\varphi(m_\alpha)=-D_\alpha$, the logarithmic-derivative matrix. A Bloch sum of outgoing waves has $\alpha=G_k\beta$, so $\varphi(G_k)=-S_k$, the slope matrix of the interstitial.

Green's identity fixes the signs. Inside, $\psi''=(V-z)\psi$ with real $V$ gives $f^\dagger Df=\int[|\psi'|^2+(V-z)|\psi|^2]$, so $f^\dagger(\mathrm{Im}\,D)f=-\eta\int|\psi|^2<0$; $D$ exists because $f=0$ forces $\psi=0$. In the interstitial the outward normal points into the spheres and the Bloch phases cancel in $\psi^*\psi'$, so $-f^\dagger Sf=\int[|\psi'|^2-z|\psi|^2]$ and $\mathrm{Im}\,S\ge0$. Thus H holds for $\tilde m_\alpha=-D_\alpha$, $\tilde G_k=-S_k$. In three dimensions $J=s\,j_l$, $H=-i\kappa s\,h_l$ and their radial derivatives are diagonal, channels above the cutoff continue freely into the sphere and add their norm to the interstitial integral, and the argument needs non-overlapping spheres. Since $(S-D)f$ is the jump of the derivative, $\tilde\tau_k=(S_k-D)^{-1}$ is the Green function between the boundary points.

Mills commutes with $\varphi$. Direct multiplication gives $J^TJ'=2\kappa CS_0\,\mathrm{diag}(-1,1)$, which is symmetric, $H^TH'$ symmetric, and $J^TH'-J'^TH=1$, because $i\kappa J^T-J'^T$ has rows $i\kappa e^{-i\kappa s}(1,1)$ and $-\kappa e^{-i\kappa s}(1,-1)$; in three dimensions the last relation is the Wronskian of $j_l$ and $h_l$. With $r(y)=Jy+H$ and $\ell(y)=yJ^T+H^T$ these relations give

$$(yJ'^T+H'^T)\,r(y')-\ell(y)\,(J'y'+H')=y'-y .$$

Setting $y'=y$ shows $\varphi(y)=-\ell(y)^{-1}(yJ'^T+H'^T)$, and then the general case reads $\varphi(y)-\varphi(y')=\ell(y)^{-1}(y-y')\,r(y')^{-1}$. Invert it and use $r(y')=r(y)-J(y-y')$ or $\ell(y)=\ell(y')+(y-y')J^T$:

$$[\varphi(y)-\varphi(y')]^{-1}=r(y)(y-y')^{-1}\ell(y)-J\ell(y)=r(y')(y-y')^{-1}\ell(y')+r(y')J^T .$$

The first form is affine in $(y-y')^{-1}$ with coefficients fixed by $y$. Averaging it at $y=m$, $y'=G_k$ gives the same expression as $y'=\Omega$, so $\tilde\Omega=\varphi(\Omega)$. The second has coefficients fixed by $y'=\Omega$; averaging over $y=m_\alpha$ gives the same as $y=M(m)$. Hence $\varphi(M(m))=\tilde M(\varphi(m))$ wherever the matrices exist. A code may therefore iterate on $t^{-1}$ as long as the inverses exist: its iterates are the images of those of $\tilde m$, they converge to the image of the solution if $t_c$ is invertible there, and the eigenvalues of $L$ are the same in both. Bounds on norms do not carry over: an empty sphere has $t=0$ and no $t^{-1}$, while its $\tilde m=-D$ is finite. Newton linearises in the chosen variable and has no such property.

## Positivity, contraction, analyticity

Tildes are dropped; H holds and $\mathcal D=\{\Gamma=\mathrm{Im}\,m>0\}$. Three facts are used. (a) $\mathrm{Im}\,Y^{-1}=-Y^{-1}(\mathrm{Im}\,Y)Y^{-\dagger}=-Y^{-\dagger}(\mathrm{Im}\,Y)Y^{-1}$, from $Y^{-1}-Y^{-\dagger}=Y^{-1}(Y^\dagger-Y)Y^{-\dagger}$ and its mirror. (b) $\pm\mathrm{Im}\,Y\ge\eta_0>0$ implies $\|Y^{-1}\|\le1/\eta_0$, since $\eta_0|v|^2\le|v^\dagger Yv|\le|v||Yv|$. (c) For normalised weights $\langle aYb\rangle=\bar aY\bar b+\langle\hat aY\hat b\rangle$, with $\hat a=a-\bar a$. Write $\hat\tau_k=\tau_k-\tau$, $\hat\tau_\alpha=\tau_\alpha-\bar\tau$.

*The cavity is passive.* By (a), $\mathrm{Im}\,\tau=-\langle\tau_k(\Gamma+\gamma_k)\tau_k^\dagger\rangle<0$, so $\tau^{-1}$ exists. By (a) again and (c),

$$W=-\mathrm{Im}\,\Omega=-\Gamma+\tau^{-1}\langle\tau_k(\Gamma+\gamma_k)\tau_k^\dagger\rangle\tau^{-\dagger}=\tau^{-1}\langle\hat\tau_k\Gamma\hat\tau_k^\dagger+\tau_k\gamma_k\tau_k^\dagger\rangle\tau^{-\dagger}\ge0 .$$

*The image lies in $\mathcal D$.* The same two steps in species space give

$$\Gamma_{\rm new}=-W+\bar\tau^{-1}\sum_\alpha c_\alpha\tau_\alpha(\eta_\alpha+W)\tau_\alpha^\dagger\bar\tau^{-\dagger}=\bar\tau^{-1}\sum_\alpha c_\alpha\big[\tau_\alpha\eta_\alpha\tau_\alpha^\dagger+\hat\tau_\alpha W\hat\tau_\alpha^\dagger\big]\bar\tau^{-\dagger}.$$

Insert $W$ and collect the terms containing $\Gamma$. With $\sum$ denoting $\sum_\alpha c_\alpha\langle\cdot\rangle$, and using the mirror form of (a) for the second equality,

$$\Gamma_{\rm new}=\sum A\Gamma A^\dagger+Q=\sum B^\dagger\Gamma B+Q',$$
$$A=\bar\tau^{-1}\hat\tau_\alpha\tau^{-1}\hat\tau_k,\qquad B=\hat\tau_k\tau^{-1}\hat\tau_\alpha\bar\tau^{-1},$$

where $Q$ and $Q'$ hold the $\eta_\alpha$ and $\gamma_k$ terms. By (c), $\sum_\alpha c_\alpha\tau_\alpha\tau_\alpha^\dagger\ge\bar\tau\bar\tau^\dagger$, so $Q,Q'\ge\eta_{\min}$. Only $W\ge0$ was needed for $\Gamma_{\rm new}>0$. The ATA cavity is $\varphi(0)=-H'H^{-1}$, the decaying outgoing wave, equal to $-i\kappa$ in the chain with $W=\mathrm{Re}\,\kappa>0$; ATA is therefore a start in $\mathcal D$.

*The image is bounded.* On species $\otimes$ channel space let $\mathcal H=\mathrm{diag}(m_\alpha-\Omega)$, let $\Pi$ project on vectors $(\sqrt{c_\alpha}\,v)$, and $\bar\Pi=1-\Pi$. Then $\bar\tau$ is the $\Pi\Pi$ block of $\mathcal H^{-1}$. Solving $\mathcal Hx=\Pi b$ and eliminating $\bar\Pi x$ gives $\bar\tau^{-1}=\mathcal H_{\Pi\Pi}-\mathcal H_{\Pi\bar\Pi}\mathcal H_{\bar\Pi\bar\Pi}^{-1}\mathcal H_{\bar\Pi\Pi}$. Here $\mathcal H_{\Pi\Pi}=\bar m-\Omega$ with $\bar m=\sum c_\alpha m_\alpha$. The species-independent part $\bar m-\Omega$ commutes with $\Pi$, so the off-diagonal blocks are bounded by $V=\max_\alpha\|m_\alpha-\bar m\|$, and (b) bounds the inverse:

$$\|M(m)-\bar m\|\le V^2/\eta_{\min},\qquad \Gamma_{\rm new}\le\Gamma_{\max}=\|\mathrm{Im}\,\bar m\|+V^2/\eta_{\min}.$$

*Exact difference.* For $m,m'\in\mathcal D$ and $\delta=m-m'$, use $Y^{-1}-Y'^{-1}=-Y^{-1}(Y-Y')Y'^{-1}$ throughout. First $\tau-\tau'=-\langle\tau_k\delta\tau'_k\rangle$, so by (c)

$$\Omega-\Omega'=\delta-\tau^{-1}\langle\tau_k\delta\tau_k'\rangle\tau'^{-1}=-\tau^{-1}\langle\hat\tau_k\delta\hat\tau_k'\rangle\tau'^{-1}.$$

We have shown that, under Assumption H, a Mills step keeps the medium in $\mathcal D$ with a bounded image, and we have an exact expression for the change in the cavity $\Omega$ between two media. It remains to carry this over to $M(m)-M(m')$, prove contraction and uniqueness, and examine convergence near the real axis, a safeguarded Newton scheme and a worked example.

Numbers in the example were calculated in double precision.
